\section*{Reconstructing a Ferroelectric Charge–Field Curve from Pulsed Dielectric Stacks}

\section{What the pulse measures}

A ferroelectric film is covered by a dielectric, and voltage pulses of increasing height are applied through a resistor. The current gives the charge that has entered the stack; the field inside the film is not measured. Subtracting the dielectric voltage should reveal it, perhaps including a branch on which field falls as charge rises. Leakage, trapped charge and slow domain growth can distort or imitate that branch. The task is to recover the curve and to decide which points deserve belief.

Let the positive direction run from dielectric to ferroelectric. The layers have thicknesses $d_D,d_F$, fields $E_D,E_F$ and displacements $D_D,D_F$. The dielectric has permittivity $\epsilon_D$ and capacitance per area $C_D=\epsilon_D/d_D$. Its voltage is
\begin{equation}
V_D=E_Dd_D=D_Dd_D/\epsilon_D=D_D/C_D .
\end{equation}
With source voltage $V_s$, current density $J$, resistance $R$ and device area $S$, the stack voltage is $V=V_s-JRS$.

Before each pulse the film is poled to $D_F=-P_0$ and both fields vanish. Gauss's law at the interface, $D_F-D_D=\sigma$, then requires a compensating sheet charge $\sigma=-P_0$. This preparation is an assumption about the device, not a consequence of the pulse.

\section{Subtraction and its conduction errors}

Let $J_D,J_F$ be the conduction currents through the layers. The total current is continuous:
\begin{equation}
J=\dot D_D+J_D=\dot D_F+J_F .
\end{equation}
Integrate from the start of the pulse, writing $q=\int J\,dt$, $L_D=\int J_D\,dt$ and $L_F=\int J_F\,dt$:
\begin{equation}
q=\Delta D_D+L_D=\Delta D_F+L_F. \label{balance}
\end{equation}
Since $D_D$ starts at zero, $D_D=q-L_D$. Kirchhoff's law $V=D_D/C_D+E_Fd_F$ gives
\begin{align}
E_F&=\frac{V-(q-L_D)/C_D}{d_F}
=E_{\rm rec}+\frac{L_D}{C_Dd_F},\label{field}\\
E_{\rm rec}&=\frac{V-q/C_D}{d_F},\qquad
D_F=-P_0+q-L_F .\label{rec}
\end{align}
Without conduction, $(E_{\rm rec},-P_0+q)$ is the instantaneous state of the film. Charge conducted through the dielectric makes the recovered field too low; charge conducted through the film makes the recovered displacement too high.

If the initial field is $E_0$ rather than zero, $V=0$ requires $D_{D,0}=-C_Dd_FE_0$. Inserting $D_D=D_{D,0}+q$ into Kirchhoff's law adds the constant $E_0$ to $E_{\rm rec}$. The slope survives, but the zero of field is lost. The displacement axis shifts as well if the film does not start at $-P_0$.

\subsection{Calibration and the sign of the slope}

Differentiating (\ref{rec}) along settled points gives
\begin{equation}
\frac{dE_{\rm rec}}{dq}
=\frac1{d_F}\left(\frac{dV}{dq}-\frac1{C_D}\right).
\label{slope}
\end{equation}
For a stack whose charge rises with voltage, the slope is negative when $dq/dV>C_D$. The claim therefore rests on comparing two capacitances.

If $C'=C_D(1+\eta)$ is used instead of $C_D$, the field changes by
\begin{equation}
\delta E=\frac q{d_F}\left(\frac1{C_D}-\frac1{C'}\right)
=\frac{q}{C_Dd_F}\frac{\eta}{1+\eta}. \label{cal}
\end{equation}
Too small a capacitance subtracts too much voltage and can invent a negative slope. Take an ordinary linear film of relative permittivity 30 and thickness 10 nm on a dielectric of relative permittivity 24 and thickness 13.5 nm. The film capacitance is $(30/10)/(24/13.5)=1.69$ times $C_D$, so the series capacitance is $1.69/2.69=0.63\,C_D$. Any assumed value below this gives a false negative slope. In a simulated pulse series, $0.55\,C_D$ did so, while the correct $C_D$ gave a positive slope throughout.

Other small errors enter at first order as
\begin{equation}
\delta E=\frac{\delta V}{d_F}-\frac{\delta q}{C_Dd_F}
-E_{\rm rec}\frac{\delta d_F}{d_F}.
\end{equation}
A thickness error rescales the field and leaves the sign of its slope alone. A parallel fixture capacitance $C_p$ per device area adds $\delta q=C_pV$, which grows with pulse height and must be removed before the subtraction.

\section{What the residual charge says}

After the source returns to zero, let the total integrated charge be $q_{\rm res}$. It is tempting to call this the leaked charge. The layers, however, share the disturbance. Suppose that the film has returned to its initial well and is close to $-P_0$. Define
\begin{equation}
s_D=\frac1{C_D},\qquad
s_F=d_F\left.\frac{dE_F}{dD_F}\right|_{-P_0},\qquad
\frac1{C_0}=s_D+s_F ,
\end{equation}
where $C_0$ is the leak-free small-signal stack capacitance. With $L_D,L_F$ now taken at the end, (\ref{balance}) gives $D_D=q_{\rm res}-L_D$ and $\Delta D_F=q_{\rm res}-L_F$. Zero stack voltage then requires, to first order,
\begin{equation}
s_D(q_{\rm res}-L_D)+s_F(q_{\rm res}-L_F)=0,
\end{equation}
and hence
\begin{equation}
q_{\rm res}=\frac{s_DL_D+s_FL_F}{s_D+s_F}. \label{closure}
\end{equation}
The residual is a weighted mean of the two conducted charges. For conduction through the dielectric alone it is smaller than $L_D$ by the factor $C_0/C_D$.

Suppose also that both conducted charges are non-negative, at the peak and at the end, and that $L_D$ has not decreased since the peak. Dropping the non-negative term $s_FL_F$ from (\ref{closure}) gives $s_DL_D\le(s_D+s_F)q_{\rm res}$. With (\ref{field}),
\begin{equation}
0\le E_F-E_{\rm rec}\le\frac{q_{\rm res}}{C_0d_F}. \label{bound}
\end{equation}
Dropping $s_DL_D$ instead, and assuming that $L_F$ has not decreased, bounds the charge-axis error:
\begin{equation}
0\le L_F\le\frac{s_D+s_F}{s_F}q_{\rm res}
=\frac{q_{\rm res}}{1-C_0/C_D}. \label{qbound}
\end{equation}
Both bounds are first order in the residual. They fail if the film stays in another well or if much charge flows back before the reading.

Such back-flow can hide the error. If only the dielectric conducts, it does so until $V_D=0$. At $V=0$ the film field is then zero too. If the film returns to $-P_0$, then $\Delta D_F=0$ and $L_F=0$, so (\ref{balance}) gives $q_{\rm res}=0$ whatever $L_D$ was at the peak. A late zero does not validate the peak field.

\section{A film with a known curve}

To test the reconstruction, let the film obey a uniform Landau law with viscosity $\rho$:
\begin{equation}
E_F=f(D_F)+\rho\dot D_F,\quad f(D)=-aD+bD^3,\quad b=a/P_0^2 .
\end{equation}
The turning points satisfy $f'=-a+3bD^2=0$, so $D=\pm P_0/\sqrt3$. The field at the negative one is
\begin{equation}
E_c=\frac{aP_0}{\sqrt3}-\frac{aP_0}{3\sqrt3}
=\frac{2aP_0}{3\sqrt3},\qquad
a=\frac{3\sqrt3E_c}{2P_0}.
\end{equation}

Without conduction, $\dot D_F=\dot q=J$. Adding the voltages of resistor, dielectric and film gives
\begin{equation}
(RS+\rho d_F)\dot q
=V_s-\left[\frac q{C_D}+d_Ff(-P_0+q)\right]. \label{motion}
\end{equation}
Call the bracket $V_{\rm eq}(q)$. A small departure from a stable point decays with time constant $(RS+\rho d_F)/(dV_{\rm eq}/dq)$. Before it has decayed, the subtraction gives the total field, including $\rho\dot D_F$, and not the equilibrium field $f$.

\subsection{Two stability limits}

The slope
\begin{equation}
\frac{dV_{\rm eq}}{dq}=s_D+d_F(-a+3bD_F^2)
\end{equation}
is smallest at $D_F=0$. Every point of the curve is therefore stable against uniform changes at fixed source voltage if $s_D>ad_F$, or
\begin{equation}
d_D>ad_F\epsilon_D .
\end{equation}

This does not exclude a break-up into fine domains. If these are much narrower than the dielectric is thick, their alternating charges need little voltage across it, so the cost of domain walls must oppose them.

For a uniform film, return to the initial state is a weaker demand. Put $x=D_F/P_0$. At zero voltage $s_DP_0(1+x)+d_Ff=0$, and $f=-aP_0x(1-x)(1+x)$. Dividing by $P_0$,
\begin{equation}
(1+x)\left[s_D-ad_Fx(1-x)\right]=0 .
\end{equation}
Since $x(1-x)\le1/4$, the state $x=-1$ is the sole equilibrium when $s_D>ad_F/4$, and (\ref{motion}) drives the charge back to it. Between $ad_F/4$ and $ad_F$ the residual thus vanishes after a long enough rest, although part of the curve is unstable. Just above $ad_F/4$ the bracket is nearly zero at $x=1/2$, so the return is slow there and a prompt reading can still find most of the charge.

The missing part can be found. With $r=s_D/(ad_F)$, the scaled voltage is
\begin{equation}
\frac{V_{\rm eq}}{ad_FP_0}=r(1+x)-x+x^3 .
\end{equation}
On the rising side it first turns over at $x_*=-\sqrt{(1-r)/3}$. At that voltage the cubic has a double root $x_*$. It has no $x^2$ term, so its roots sum to zero and the landing point is $-2x_*$. Settled pulses skip the interval between them.

If $r<1/4$, the bracket in the zero-voltage condition also has roots $x_\pm=(1\pm\sqrt{1-4r})/2$. The bracket is negative between them and positive above $x_+$. Charge therefore moves towards $x_+$ from either side, and a pulse that has settled beyond the jump leaves
\begin{equation}
q_{\rm res}=P_0(1+x_+). \label{retained}
\end{equation}
This is switched polarization, to which the small-residual bounds do not apply.

\section{Worked reconstruction}

Take $P_0=10\ \mu$C/cm$^2$, $E_c=1$ MV/cm, $d_F=10$ nm, $d_D=13.5$ nm and dielectric relative permittivity 24, so that $C_D=1.574\ \mu$F/cm$^2$. The circuit has $R=50\ \Omega$, $S=2500\ \mu$m$^2$ and $\rho=10\ \Omega$m. Pulses have 5 ns edges and a 200 ns plateau, and the residual is read 300 ns after the falling edge. Currents are computed by fourth-order Runge--Kutta integration with a 0.2 ns step (0.5 ns for the late reading below) and integrated by the trapezoidal rule. The reconstruction receives the charge and voltage but not the film law.

At 6 V the charge is $9.066\ \mu$C/cm$^2$. Thus
\begin{equation}
V_D=\frac{9.066}{1.574}\ {\rm V}=5.76\ {\rm V},\qquad
E_{\rm rec}=\frac{0.241\ {\rm V}}{10\ {\rm nm}}
=0.241\ {\rm MV/cm}.
\end{equation}
The film voltage is a small difference of large ones. Other points are:

\begin{center}
\begin{tabular}{cccc}
$V$ (V)&$q$ ($\mu$C/cm$^2$)&$V_D$ (V)&$E_{\rm rec}$ (MV/cm)\\
1.2&1.121&0.712&0.488\\
2.4&2.450&1.557&0.843\\
3.6&4.094&2.601&0.999\\
4.8&6.234&3.960&0.840\\
6.0&9.066&5.759&0.241
\end{tabular}
\end{center}

The field rises to the planted coercive value and then falls. For noise-free data the largest difference from $f$ is below $10^{-6}$ MV/cm; this measures the numerical work, not experimental accuracy. Doubling the plateau changes no recovered field visibly. Near 6 V the settling time is about 6 ns, far shorter than the plateau.

Between 5.6 and 6 V the stack capacitance is $2.548\ \mu$F/cm$^2$, above $C_D$. Equation (\ref{slope}) gives
\begin{equation}
\frac{1/2.548-1/1.574}{10\ {\rm nm}}\
\frac{{\rm cm}^2}{\mu{\rm F}}
=-0.243\ \frac{{\rm MV/cm}}{\mu{\rm C/cm^2}} .
\end{equation}
The sign is secure against a few percent of calibration error, but the field value is less so. If $C_D$ is taken 3\% too high, (\ref{cal}) raises the field at 6 V by 0.168 MV/cm, or 70\% of its value.

\subsection{Leakage}

Give the dielectric an ohmic conductance of 0.15 S/cm$^2$. At the peak of the 6 V pulse $L_D=0.172\ \mu$C/cm$^2$, and the field error is $0.172/1.574$ V across 10 nm, or 0.109 MV/cm. The later residual is only $0.096\ \mu$C/cm$^2$. A 0.05 V pulse on the leak-free stack gives $C_0=0.868\ \mu$F/cm$^2$, so (\ref{bound}) allows an error up to 0.111 MV/cm. The bound is nearly reached because the film does not conduct. A little charge flows back through the dielectric during the rest, so the assumption behind the bound is not strictly met; here the bound still holds, with a margin of 1 to 2\% between 1.2 and 6 V. A stronger leak returns more charge in the same rest and can break it: at 2 S/cm$^2$ the error of a 1.2 V pulse exceeds the bound by 15\%. Dividing the residual by $C_D$ instead would give 0.061 MV/cm and understate the error.

Now let the film conduct as well, with conductivity $5\times10^{-7}$ S/cm. The field error is 0.109 MV/cm against a bound of 0.129 MV/cm. The charge-axis error is $0.030\ \mu$C/cm$^2$ against $0.25\ \mu$C/cm$^2$. The second bound is loose because it assigns the whole residual to film conduction, whereas most of it came through the dielectric. It is not always safe, however. If the film alone conducts, charge flows back through it during the rest, and (\ref{qbound}) can fail: with ten times this film conductivity and no dielectric leak, the charge-axis error at 6 V is $0.42\ \mu$C/cm$^2$ against a bound of $0.27\ \mu$C/cm$^2$.

For a late reading, raise the dielectric conductance to 2 S/cm$^2$, remove film conduction, apply 3 V and wait 9 $\mu$s. The residual is then 0.07\% of the peak charge, although the peak field was wrong by 0.51 MV/cm. The wait has erased the evidence. These large ohmic conductances are chosen to make the effects visible. Conduction in real oxides usually falls steeply with field, so back-flow at the small rest field can take far longer.

\subsection{Trapping and retained polarization}

Let the dielectric current fill interface traps of capacity $N=0.2\ \mu$C/cm$^2$ according to $J_D=GV_D(1-L_D/N)$, with $G=2$ S/cm$^2$. After a 6 V pulse the traps are nearly full, and the field error is $0.2/1.574$ V across 10 nm, or 0.127 MV/cm. An identical second pulse, without reset, leaves less than $10^{-4}$ of the first residual. The second pulse is not thereby correct: it starts with a field
\begin{equation}
E_0=\frac{L_D-q_{\rm res}}{C_Dd_F}
\simeq\frac{L_D}{C_Dd_F}\left(1-\frac{C_0}{C_D}\right),
\end{equation}
about 0.06 MV/cm here, which the subtraction misses.

For the ohmic dielectric leak the second residual is 1.01 times the first, because the conducting path is still open. Retained polarization behaves like filled traps. The limits for this film are $d_D=5.5$ nm for full stability and 1.4 nm for return at zero voltage. With a 1.2 nm dielectric, a 2.5 V pulse leaves $16.8\ \mu$C/cm$^2$, as (\ref{retained}) predicts, and a second pulse leaves almost nothing more. Here a second pulse separates weak steady leakage from a lasting one-time change; it does not separate traps from polarization. Many pulses without reset are no better, because a leak then builds up charge at the interface and its residual changes too.

With a 3 nm dielectric the residual vanishes, but settled pulses skip displacements from $-3.9$ to $7.8\ \mu$C/cm$^2$. A smooth line drawn across the gap would be an interpolation, not a measurement. These thin-layer cases test the circuit model and are not proposed devices: the dielectric fields would be too high.

\section{A negative slope without a Landau branch}

Suppose instead that the film switches by domain growth. Let $s$ be the switched fraction, $s_0$ its initial seed and $\epsilon_F$ the linear permittivity. In a model with one average field and no series resistance,
\begin{equation}
q=\epsilon_FE_F+2P_0(s-s_0),\qquad
\dot s=kE_Fs(1-s).
\end{equation}
Substitution into $V=q/C_D+d_FE_F$ gives
\begin{equation}
E_F=\frac{V-2P_0(s-s_0)/C_D}{d_F+\epsilon_F/C_D}.
\end{equation}
For $0<s<1$ growth stops at $E_F=0$. The settled curve is flat there and has no negative slope. After the pulse, $V=0$ makes the field negative while $s>s_0$, so the domains shrink back to the seed.

A pulse of fixed length sees something else. In a low pulse the switched fraction grows slowly, and much of the initial field, which rises with $V$, survives the plateau. In a high pulse it grows faster, and its charge removes nearly all of the field before the plateau ends. Take $s_0=0.02$, $k=0.2$ m/(V s), $\epsilon_F=30\epsilon_0$ and the 13.5 nm dielectric, with pulses from 0.2 to 6 V in steps of 0.2 V. After 200 ns the largest field is 0.22 MV/cm, yet at 6 V, with more charge, it is 0.07 MV/cm. After 6 $\mu$s at zero voltage less than 1\% of each peak charge remains. The subtraction is correct, the residual closes after this long wait and the slope is negative, but the curve is not an equilibrium property. A prompt reading would still find some charge in domains that have not yet shrunk back. Doubling the plateau lowers the largest field to 0.05 MV/cm and exposes the kinetics.

Width independence is a necessary condition for an equilibrium curve. It does not prove lateral uniformity, because the electrodes measure an area average.

\section{Procedure and acceptance}

\begin{enumerate}
\item Measure $C_D$ on the dielectric alone, in the same voltage and time range, and $C_0$ with a small, fast signal. Remove the fixture charge.
\item Reset the film and its interface charge before each pulse. Record current through the plateau and a short rest.
\item Form $V=V_s-JRS$, integrate $q$, and apply (\ref{rec}). Require the current to have settled.
\item Read $q_{\rm res}$ promptly. If it is small and positive, attach (\ref{bound}) and (\ref{qbound}) as error bounds, under their stated assumptions. If it is large or negative, reject the point.
\item Repeat the pulse without reset. A residual that repeats nearly in full suggests continuing conduction; a vanished one leaves traps, retained polarization and slowly relaxing domains as candidates. Such domains can also give a partly repeated one, and so can a strong steady leak.
\item Reset and change the plateau length. Compare the recovered fields at equal charge, because a leak also changes the charge reached at a given voltage. Reject points whose fields differ by more than their error bounds allow. A smaller shift does not exclude slow switching, because a wide error bound can hide it. In the domain example, with the residual read after 300 ns, the points at 3, 4 and 6 V shift by less than their bounds.
\item Refine the voltage steps near any wide interval in $q$, and do not join points across a gap that persists.
\item Claim a negative slope where $dq/dV$ exceeds $C_D$ by more than their combined uncertainty, counting conduction and any shift with plateau length.
\end{enumerate}

\section{The example beside real films}

The parameters are rough values for hafnium zirconium oxide on non-ferroelectric hafnium oxide. The polarization is at the low end for such films, and the dielectric permittivity is on the high side. Both choices lower the dielectric field needed to reach a given $D_F/P_0$. At 6 V the dielectric field is $q/\epsilon_D=4.3$ MV/cm, or 85\% of a rough breakdown field of 5 MV/cm. Reaching $D_F=0$ takes $q=P_0$ and hence a field $P_0/\epsilon_D$, whatever the dielectric thickness. Doubling $P_0$ would raise this from 4.7 to 9.4 MV/cm, so a thicker dielectric does not cure the problem. Real films also have grains and domains, so the uniform Landau law is itself in doubt; the domain example shows that replacing it can remove the equilibrium negative slope altogether.

Tunnelling is the other threat. In a positive pulse electrons enter the dielectric from the film side, where the metal lies behind 10 nm of film. The estimate below therefore applies only if the interface itself supplies electrons freely, as a metal layer there would. For a barrier $\phi$, effective mass $m^*$ and uniform field $E$, the semiclassical exponent is
\begin{equation}
B=\frac2\hbar\int_0^{\phi/eE}\!\sqrt{2m^*(\phi-eEx)}\,dx
=\frac{4\sqrt{2m^*}\,\phi^{3/2}}{3\hbar eE}.
\end{equation}
If motion along the interface does not alter the barrier, an electron whose energy of motion across it lies $w$ below the Fermi level sees the barrier $\phi+w$, which to first order in $w$ multiplies $e^{-B}$ by $e^{-w/c}$, with $1/c=dB/d\phi=2\sqrt{2m^*\phi}/(\hbar eE)$. In a free-electron emitter at zero temperature, the motion along the interface can then hold any energy up to $w$, which gives $4\pi m_ew/h^2$ occupied states per area, spin included. Each supplies electrons at the rate $dw/h$, so that
\begin{equation}
J=\frac{4\pi m_ee}{h^3}e^{-B}\!\int_0^\infty\! we^{-w/c}dw
=\frac{e^3E^2m_e}{8\pi h\phi m^*}e^{-B},
\end{equation}
because the integral is $c^2$. With $m^*=0.2m_e$ and the 6 V field held for 200 ns, a 2 eV barrier passes $0.02\ \mu$C/cm$^2$, about 0.2\% of $q$. A 1.5 eV barrier gives $36\ \mu$C/cm$^2$, more than the pulse charge itself. That number is not a prediction, since the field could not stay fixed; it shows that the leak-free description could fail if the interface supplied the electrons. If momentum along the interface is conserved, the lighter mass in the dielectric raises the barrier for electrons moving sideways, and both charges are smaller by the factor $m^*/m_e=0.2$. From the metal behind the film, direct tunnelling is negligible when the film has a similar barrier, because the electrons must cross the film as well. This estimate leaves out image forces, which lower the barrier, the thermal spread of the electrons, and traps, which could carry or supply electrons.

If the whole work $qV$ heated the two layers, with a rough heat capacity of 2.5 J/(cm$^3$ K) and no heat loss, the rise would be 9 K. In this example heating is a smaller concern than the dielectric's calibration, conduction and breakdown.
